# Mean-field spin-orbit coupling in helium and strontium triplets

**Question.** The spin-orbit interaction contains a two-electron part, which can be replaced by an effective one-electron operator: each electron moves in the averaged field of the others. Why should this replacement do badly for the 1s2p triplet of helium yet serve well for the 5s5p triplet of strontium, and is the neglected coupling between valence electrons a fixed share of the whole?

**Answer.**

## What averaging removes

Take a fixed point nucleus of charge $Z$, the electron spin factor $g=2$, and the Breit-Pauli operator in first order. In atomic units, with $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$,

$$
H=\frac{\alpha^2}{2}\left[\sum_i\frac{Z}{r_i^3}\,\mathbf l_i\cdot\mathbf s_i-\sum_{i\ne j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot(\mathbf s_i+2\mathbf s_j)\right].
$$

The second sum runs over ordered pairs. Its term in $\mathbf s_i$ couples an electron's spin to its own motion in the repulsive field of another electron, and so screens the nucleus. Its term in $2\mathbf s_j$ couples the spin of one electron to the orbital motion of another.

A mean field built from a spin-averaged, spherical charge density can represent screening. It cannot represent the direct coupling between one electron's spin and another's orbital current, because averaging sets both to zero. For a closed shell this direct coupling is absent anyway, since its spin and current really are zero; nothing is lost provided the field also keeps the exchange terms derived below, which require the orbitals and not only the charge density. Open-shell electrons can have a net spin and, in a P state with $M_L\ne0$, a current. The error must therefore be sought among the open shells.

## The energy of one determinant

Consider a triplet with one s and one p electron outside closed shells. Within this $^3P$ term the operator, a sum of products of spatial and spin vectors, acts as $A\,\mathbf L\cdot\mathbf S$. In the state with $M_L=M_S=1$ the expectation value of $\mathbf L\cdot\mathbf S$ is 1, so $A=\langle H\rangle$ there. This state is a single determinant, with the s electron and the $p_{+1}$ electron both spin-up. Only the $z$ component of $H$ contributes, because $s_x$ and $s_y$ change $M_S$.

Define the spatial integral

$$
g(ab,cd)=\iint a^*(1)c^*(2)\,\frac{(\mathbf r_{12}\times\mathbf p_1)_z}{r_{12}^3}\,b(1)d(2)\,d^3r_1d^3r_2 .
$$

Let $\sigma_a=\pm\tfrac12$ be the spin of occupied spin orbital $a$. The direct term of a pair carries $\sigma_a+2\sigma_b$. The exchange term requires equal spins, and then carries $\sigma_a+2\sigma_a=3\sigma_a$. The two-electron sum is

$$
W=\sum_{ab}\left[(\sigma_a+2\sigma_b)\,g(aa,bb)-3\sigma_a\delta_{\sigma_a\sigma_b}\,g(ab,ba)\right],
$$

and it enters the energy as $-\alpha^2W/2$. The terms with $a=b$ cancel, so no electron acts on itself.

**Closed shells.** If both members of a pair belong to closed shells, summing over $\sigma_a=\pm\tfrac12$ gives zero. Now pair an open orbital $a$ with a real, doubly occupied orbital $c$. When $a$ is the moving electron, the direct terms add to

$$
\left[(\sigma_a+1)+(\sigma_a-1)\right]g(aa,cc)=2\sigma_a\,g(aa,cc).
$$

When $c$ is the moving electron, they add to $4\sigma_a\,g(cc,aa)$, which vanishes. To see this, use $\mathbf r_{12}/r_{12}^3=-\nabla_1(1/r_{12})$ and $\mathbf p_1=-i\nabla_1$, which give

$$
\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}=i\,\nabla_1\frac1{r_{12}}\times\nabla_1 .
$$

With a real orbital $c$ the integral is $i$ times a real number. The operator is Hermitian, because the curl of a gradient is zero, so the same integral must be real. It is therefore zero: a real orbital carries no current.

Exchange survives for one spin of $c$ in each order. The total is

$$
\sigma_a\sum_c\left[2g(aa,cc)-3g(ac,ca)-3g(ca,ac)\right].
$$

This is $\sigma_a$ times the expectation value of a one-electron operator in orbital $a$. For a single determinant, the closed-shell mean field is thus not an approximation. The argument used double occupation and real orbitals, not spherical symmetry, so it also holds for such a determinant in a molecule.

**Open shells.** For the p electron, call the bracketed sum over closed shells $C$. The s electron contributes nothing to it, since a vector operator has no expectation value in an s orbital. The remaining pair has $\sigma_s=\sigma_p=\tfrac12$. With

$$
J=g(pp,ss),\qquad K=g(sp,ps)+g(ps,sp),
$$

and $g(ss,pp)=0$ because s is real, the pair contributes $\tfrac32(J-K)$ to $W$. The nuclear term is $\tfrac12Z\langle r^{-3}\rangle$, taken over the p orbital. Hence

$$
A=\frac{\alpha^2}{4}\left[Z\langle r^{-3}\rangle-C-3(J-K)\right].
$$

Of the $3J$, one $J$ is screening of the p electron by the s charge. The other $2J$ is the spin of the s electron in the field of the p current.

## Two mean fields

A **core field** includes closed shells only. It omits the whole of $3(J-K)$.

An **averaged field** also includes the open electrons, with their spins and the direction of p averaged. One s electron shared equally between the two spins gives half the closed-shell result, $\tfrac12(2J-3K)=J-\tfrac32K$. The averaged p density also acts on the p electron itself and leaves a spurious term

$$
S_p=\frac13\sum_m\left[g(pp,mm)-\tfrac32g(pm,mp)-\tfrac32g(mp,pm)\right],
$$

where $m$ runs over the three p orbitals. The part of the open-shell term missing from the averaged field is

$$
3(J-K)-\left(J-\tfrac32K+S_p\right)=2J-\tfrac32K-S_p .
$$

The term $2J$ is the direct spin-other-orbit coupling identified above.

## Radial integrals

Let $R_s$ and $R_p$ be normalized radial functions, with $\int R^2r^2dr=1$. A spherical s charge produces at radius $r$ the field of the charge inside it, $Q_s(r)=\int_0^rR_s^2t^2dt$. Since $l_z=1$ for $p_{+1}$,

$$
J=\left\langle\frac{Q_s(r)}{r^3}\right\rangle=\int_0^\infty\frac{R_p^2Q_s}{r}\,dr .
$$

For exchange, write $b=x+iy$, $N=\sqrt{3/8\pi}$, $p=NbR_p/r$ and $s=R_s/\sqrt{4\pi}$. In $g(ps,sp)$ the second electron supplies the density $sp$. The dipole term of $1/r_{12}$ gives its potential:

$$
V=\frac{\sqrt{4\pi}}3\,\frac{Nb\,y_1}{r},\qquad
y_1=\frac1{r^2}\int_0^rR_sR_pt^3dt+r\int_r^\infty R_sR_p\,dt .
$$

We need $i\int p^*(\nabla V\times\nabla s)_zd^3r$. The gradient of $s$ is radial, so only the gradient of $b$ in $V$ contributes. With $\nabla b=(1,i,0)$,

$$
(\nabla b\times\hat{\mathbf r})_z=\frac{y-ix}{r}=-\frac{ib}{r}.
$$

The factor $i(-i)$ is 1. The angular integral is $\int|b|^2d\Omega=8\pi r^2/3$, and $N^2\,8\pi/3=1$. Collecting the powers of $r$ gives $g(ps,sp)=\tfrac13\int rR_py_1R_s'dr$. The other exchange integral is its complex conjugate and so has the same real value:

$$
K=\frac23\int_0^\infty rR_p\,y_1R_s'\,dr .
$$

For 1s2p, $R_s$ falls with $r$ while the other factors are positive. Thus $K<0$, and exchange acts in the same direction as $J$, lowering $A$ further.

## The hydrogenic case

For two electrons in unscreened hydrogenic orbitals, lengths scale as $1/Z$. The integrals $\langle r^{-3}\rangle$, $J$ and $K$ all scale as $Z^3$, and can be found at $Z=1$ from

$$
R_s=2e^{-r},\qquad R_p=\frac{re^{-r/2}}{\sqrt{24}},\qquad Q_s=1-e^{-2r}(1+2r+2r^2).
$$

First, $\langle r^{-3}\rangle=\frac1{24}\int_0^\infty re^{-r}dr=\frac1{24}$. Next,

$$
24J=1-\int_0^\infty e^{-3r}(r+2r^2+2r^3)\,dr
=1-\left(\frac19+\frac4{27}+\frac4{27}\right)=\frac{16}{27}.
$$

For $K$, the prefactors combine to $-\frac23\cdot\frac4{24}=-\frac19$, so $K=-I/9$ with

$$
I=\int_0^\infty e^{-3r/2}\left[\int_0^rt^4e^{-3t/2}dt+r^3\int_r^\infty te^{-3t/2}dt\right]dr .
$$

In the first part, exchange the order of integration. The inner integral becomes $\int_t^\infty e^{-3r/2}dr=\frac23e^{-3t/2}$, and the result is $\frac23\cdot\frac{24}{3^5}=\frac{16}{243}$. In the second part the inner integral is $(\frac23r+\frac49)e^{-3r/2}$, which gives $\frac{16}{243}+\frac49\cdot\frac6{81}=\frac{24}{243}$. Therefore $I=\frac{40}{243}$ and $24K=-\frac{320}{729}$. The open-shell coefficient is

$$
c=\frac{3(J-K)}{\langle r^{-3}\rangle}=3\left(\frac{16}{27}+\frac{320}{729}\right)=\frac{752}{243}\approx3.095,
$$

and, since $C=0$,

$$
A=\frac{\alpha^2}{96}\,Z^3(Z-c).
$$

This answers the question about a fixed share. The coefficient of $Z^3$ is fixed; the share is not. Relative to the nuclear term, which grows as $Z^4$, the neglected part is $c/Z$. It falls from 1.55 at $Z=2$ to 0.39 at $Z=8$. The averaged field misses a smaller constant, evaluated numerically as 1.789, so its missing share is $1.789/Z$.

Electron repulsion also changes the orbitals, and this gives $A$ a further correction of order $Z^3$. That correction enters through $\langle r^{-3}\rangle$ and is available to a mean-field calculation. It is not an error of the spin-orbit operator, and $c$ is not the complete $Z^3$ coefficient of $A$.

A second limit shows the mechanism without integrals. Suppose the s charge lies wholly inside the p orbital and exchange is negligible. Then $J=\langle r^{-3}\rangle$ and $K=0$, so the bracket in $A$ becomes $(Z-3)\langle r^{-3}\rangle$. An averaged field, without its self-term, gives $(Z-1)\langle r^{-3}\rangle$. At $Z=2$ these are $-1$ and $+1$ times $\langle r^{-3}\rangle$. The mean field has the screening right and misses the two units that come from the other electron's spin.

## Helium

For helium 1s2p, take the 1s orbital of the bare nucleus and solve for 2p in its static and exchange field, with both orbitals expanded in Gaussian functions. All operators are then evaluated with these same orbitals, so differences in $A$ come from the operator alone. The integrals are

$$
\frac{J}{\langle r^{-3}\rangle}=0.730,\qquad \frac{K}{\langle r^{-3}\rangle}=-0.369 .
$$

The nuclear part of $A$ is $4.69\times10^{-5}$ eV. It corresponds to $2\langle r^{-3}\rangle$, so each unit of $\langle r^{-3}\rangle$ is worth $2.34\times10^{-5}$ eV. The open-shell part is

$$
-3(0.730+0.369)\times2.34\times10^{-5}\ \text{eV}=-7.72\times10^{-5}\ \text{eV}.
$$

It is 1.65 times the nuclear part in size and has the opposite sign. The three operators give:

- full operator: $A=-3.04\times10^{-5}$ eV;
- core field: $A=+4.69\times10^{-5}$ eV;
- averaged field: $A=+1.57\times10^{-5}$ eV.

Relative to the magnitude of the full $A$, the errors are 254% and 152%. More telling than their size is the sign. Since $\mathbf L\cdot\mathbf S=\tfrac12[J_t(J_t+1)-4]$, where $J_t$ is the total angular momentum, the levels $J_t=2,1,0$ lie at $A$, $-A$ and $-2A$. The full operator puts $J_t=2$ lowest; both mean fields defined here put $J_t=0$ lowest. The wrong sign depends on the occupation used to build the field. A field made from a doubly occupied 1s orbital, as in the ground state, contributes $2J-3K$ and misses only $J$. With the integrals above it gives $A=-1.33\times10^{-5}$ eV, which has the right sign but is still in error by 56%.

The averaged-field error of $4.61\times10^{-5}$ eV can be divided by the formula $2J-\tfrac32K-S_p$. The direct spin-other-orbit term supplies $3.42\times10^{-5}$ eV and the missing exchange $1.30\times10^{-5}$ eV; the spurious self-term takes back $0.11\times10^{-5}$ eV. About three quarters of the error is therefore the coupling that averaging was expected to remove.

These are spin-orbit energies only. Spin-spin coupling, also of order $\alpha^2$, shifts the helium levels too, and electron correlation is left out. The level spacings should not be compared directly with measured ones.

## Strontium

Strontium 5s5p $^3P$ has the same open-shell structure outside a heavy core. Here the closed shells come from a nonrelativistic Hartree-Fock calculation on Sr$^{2+}$. The 5s orbital is solved in the field of this frozen core, and 5p in the field of the core and 5s, again with Gaussian functions. The contributions to $A$ are

$$
\begin{aligned}
\text{nucleus:}&\quad +1.64\times10^{-2}\ \text{eV},\\
\text{closed shells:}&\quad -1.51\times10^{-3}\ \text{eV},\\
\text{open shells:}&\quad -1.29\times10^{-5}\ \text{eV}.
\end{aligned}
$$

Their sum is $A=1.49\times10^{-2}$ eV. Two-electron coupling is not negligible: the closed shells cancel 9% of the nuclear term. But this is the part that a mean field reproduces. Leaving out the open-shell part changes $A$ by 0.09%, and the averaged field reduces the error to 0.05%, both relative to the full $A$. A larger basis moves the energies by up to 0.4%, giving $A=1.48\times10^{-2}$ eV and an open-shell part of $-1.30\times10^{-5}$ eV, and leaves the two percentages unchanged.

The large nuclear charge does not explain this accuracy by itself. In the hydrogenic two-electron model at $Z=38$, the neglected share would be $3.095/38=0.081$. In strontium it is $7.9\times10^{-4}$, about a hundred times smaller. The general ratio can be divided into a numerator and the explicit charge $Z$:

$$
\frac{3(J-K)}{Z\langle r^{-3}\rangle}=
\begin{cases}
3.30/2=1.65&\text{for helium},\\
0.0300/38=7.9\times10^{-4}&\text{for strontium}.
\end{cases}
$$

The explicit $Z$ supplies a factor of 19. The remaining factor of 110 comes from the numerator, the open-shell coupling per unit of $\langle r^{-3}\rangle$. These are factors of the ratio, not independent causes, because the numerator also depends on the nuclear charge through the orbitals.

The radii make this concrete for the direct term. Half of $\langle r^{-3}\rangle$ for the strontium 5p orbital comes from within 0.023 angstrom of the nucleus, although the mean 5p radius is 3.0 angstrom. Only $7.4\times10^{-5}$ of the 5s electron lies inside that small sphere. In helium the corresponding radius is 0.68 angstrom, and it encloses 0.89 of the 1s electron.

The ratio $J/\langle r^{-3}\rangle$ is the average of $Q_s$ over the region that produces the coupling. For strontium it is 0.0044 (0.0045 in a larger basis). Because $Q_s$ increases with $r$, the inner half can contribute at most $\tfrac12(7.4\times10^{-5})=3.7\times10^{-5}$ to that average. More than 99% of the small direct term thus comes from the outer half. Exchange has a similar size, $K/\langle r^{-3}\rangle=-0.0056$, but depends on the overlap of the two orbitals and cannot be read from the enclosed charge alone.

## Where the approximation can be trusted

For a core field the useful criterion is the ratio $3(J-K)/(Z\langle r^{-3}\rangle-C)$, not the atomic number alone. For an averaged field the numerator is instead $2J-\tfrac32K-S_p$. Both ratios compare the error with the core-field value of $A$, not with the full $A$. In strontium the core-field ratio is small: the 5p electron obtains its coupling largely near a strong nucleus, while the 5s electron stays mostly outside that region. In a 1s2p ion of high charge the nucleus is also strong, but the 1s electron lies where the coupling arises, so at large $Z$ the relative error falls only as $1/Z$. Where the net one-electron term is itself small, even a modest open-shell term can matter.

The 0.05% and 0.09% found for strontium measure the mean-field replacement with fixed orbitals, and they depend on how those orbitals are chosen. If 5s and 5p are solved in each other's field, with the core still frozen, the two errors become 0.04% and 0.07% and the factor of 110 becomes about 130. The calculated $A$ is also well below the value of about $2.4\times10^{-2}$ eV implied by the measured $^3P_2-{}^3P_0$ interval, so the percentages must be read with care. They are not the accuracy of the calculated splitting: relativistic changes of the orbitals, correlation, relaxation of the frozen orbitals and higher orders in the spin-orbit interaction are all absent from both sides of the comparison.
